Choosing the Displacement for a Hessian from Finite Differences of Gradients

**Dimensions and symmetry**

The harmonic thermochemistry of a precursor molecule needs the Hessian of its energy. When only gradients are available, the Hessian is obtained by displacing each Cartesian coordinate by a step h and differencing the gradients. Two quantities compete in the choice of h: the error ε of a gradient component, in Eh/bohr, and the anharmonicity of the surface.

Reflection symmetry decides which anharmonic quantity enters. The central difference is unchanged when h is replaced by −h, so for a smooth surface its expansion contains even powers of h. The constant term is the Hessian element itself. The first error term is therefore proportional to h² and to a third derivative of the gradient. Let M, in Eh/bohr⁴, bound the size of that derivative.

A length built as ε^α M^β must contain no energy, so α + β = 0, and one power of length, so −α − 4β = 1. Hence α = 1/3 and β = −1/3:

h* = C (ε/M)^(1/3)

The Hessian error at this step scales as M h*², that is, as ε^(2/3) M^(1/3). The constant C and the cost of missing h* require the error bound itself.

**The error bound**

Let g_i be the exact gradient components of the chosen electronic-structure model and H_ij = ∂g_i/∂x_j its Hessian. With e_j the unit vector of coordinate j, the estimate is

D_ij(h) = [g_i(x + h e_j) − g_i(x − h e_j)]/(2h)

Assume that g_i has three continuous derivatives along x_j. Taylor's theorem with remainder gives, with all derivatives taken along x_j,

g_i(x ± h e_j) = g_i ± h g_i′ + (h²/2) g_i″ ± (h³/6) g_i‴(ξ±)

where ξ₊ and ξ₋ lie between x and the two displaced points. On subtraction g_i and g_i″ cancel, while the odd terms add. Division by 2h leaves

D_ij(h) = H_ij + (h²/12)[g_i‴(ξ₊) + g_i‴(ξ₋)]

The bracket is at most 2M in size if |g_i‴| ≤ M on the whole displacement interval. The truncation error is then at most M h²/6. To leading order it equals T_ij h²/6, where T_ij = ∂³g_i/∂x_j³ at the reference geometry.

The computed gradients carry errors e₊ and e₋ at the two points, each at most ε in size. They add to the estimate

(e₊ − e₋)/(2h), of size at most (ε + ε)/(2h) = ε/h

The limit is reached when the two errors have full size and opposite signs. An error common to both points cancels, so ε need cover only the part that differs between them. Together,

|error of D_ij| ≤ B(h) = M h²/6 + ε/h

Replacing D by (D + Dᵀ)/2 preserves this bound, because the mean of two errors no larger than B is no larger than B.

**The best step**

Take ε independent of h. Differentiation gives

B′(h) = M h/3 − ε/h²

Setting this to zero and multiplying by 3h²/M yields

h*³ = 3ε/M, so h* = (3ε/M)^(1/3)

The constant is C = 3^(1/3). Since B″ = M/3 + 2ε/h³ is positive for h > 0, this is the one minimum. To compare the two parts, insert M = 3ε/h*³ in the truncation term:

M h*²/6 = (3ε/h*³)(h*²/6) = ε/(2h*)

Truncation thus contributes half as much as noise, and the sum is

B(h*) = ε/(2h*) + ε/h* = 3ε/(2h*)

If M is known to hold only up to some h_max < h*, then B is still falling at h_max, and h_max is the best step within that interval.

For another step h = c h*, the truncation part is multiplied by c² and the noise part by 1/c:

B(c h*) = c² ε/(2h*) + ε/(c h*)

Division by 3ε/(2h*) gives the relative cost

B(c h*)/B(h*) = (c² + 2/c)/3

For small c this tends to 2/(3c), the noise-dominated limit. For large c it tends to c²/3, the truncation-dominated limit. Near the minimum put c = 1 + u. Then c² = 1 + 2u + u² and 2/c ≈ 2 − 2u + 2u², so the ratio is 1 + u² to second order. An error of 10 % in the step therefore raises the bound by about 1 %.

**Two neighbouring cases**

A one-sided difference, [g_i(x + h e_j) − g_i(x)]/h, saves displaced gradients but loses the reflection symmetry. Its truncation error is at most M₂h/2, where M₂ bounds |g_i″|, and its noise is at most 2ε/h. The minimum follows from M₂/2 = 2ε/h²:

h = 2(ε/M₂)^(1/2), with least bound 2(ε M₂)^(1/2)

Reducing ε by a factor of 100 reduces this bound by 10. The central bound falls by 100^(2/3), or about 22.

The central formula has its own limit of failure. As M tends to zero, h* grows without bound, and the next Taylor term takes over. If the third derivative vanishes and K bounds the fifth derivative of the gradient, the bound becomes K h⁴/120 + ε/h. Its derivative vanishes when K h³/30 = ε/h², so h = (30ε/K)^(1/5).

**Finding M from pilot gradients**

Differences at two longer steps, p and 2p, supply M. With F_ij the fifth derivative of g_i along x_j,

D_ij(p) = H_ij + p² T_ij/6 + p⁴ F_ij/120 + …
D_ij(2p) = H_ij + 4p² T_ij/6 + 16p⁴ F_ij/120 + …

Subtraction removes the unknown H_ij and leaves p² T_ij/2 + p⁴ F_ij/8. Multiplication by 2/p² gives

2[D_ij(2p) − D_ij(p)]/p² = T_ij + p² F_ij/4 + …

The largest |T_ij| serves as M. This is a value at the reference geometry, so the resulting bound holds to leading order; a strict bound would need the largest value on the interval.

Noise enters D(2p) with at most ε/(2p) and D(p) with at most ε/p. The noise in the estimate of T is therefore at most

(2/p²)[ε/(2p) + ε/p] = 3ε/p³

Relative to M this is 3ε/(M p³) = (h*/p)³. The pilot step must be clearly longer than h*, yet short enough for p²F/4 to remain small beside M. Moderate accuracy is enough: since h* varies as M^(−1/3), a small relative error δ in M changes h* by about −δ/3 and raises the bound by about δ²/9.

The procedure is to determine ε, form the pilot differences, take M and h*, confirm that (h*/p)³ is small, and then compute and symmetrize the Hessian. For gradients read from rounded output, ε is half a unit of the last decimal, provided that rounding dominates the other errors. For incompletely converged wavefunctions it must be estimated, for instance from the scatter of gradients restarted from different initial densities. Such scatter misses any error shared by all restarts, so it is an estimate and not a strict bound.

**Random errors**

If the gradient errors are independent, with zero mean and standard deviation σ, a mean square error is more informative than a worst case. The variance of (e₊ − e₋)/(2h) is 2σ²/(4h²) = σ²/(2h²). The cross term with truncation averages to zero, so for one element

Q(h) = T_ij² h⁴/36 + σ²/(2h²)

Q′(h) = T_ij² h³/9 − σ²/h³ = 0

This gives h⁶ = 9σ²/T_ij², or h = (3σ/|T_ij|)^(1/3). The form is that of h*, with σ in place of ε. For errors spread uniformly between −ε and ε, the mean square is the integral of e²/(2ε) over that range, which is ε²/3. Thus σ = ε/√3, and the best step for an element with |T_ij| = M is 3^(−1/6) h*, about 0.83 h*.

**The best step for the zero-point energy**

A thermochemical quantity combines many Hessian elements, and its best step need not be h*. In atomic units the harmonic zero-point energy is

E₀ = ½ Σ_k ω_k

where ω_k² = λ_k are the vibrational eigenvalues of the mass-weighted Hessian, with translations and rotations projected out. Let l_k be the normalized mass-weighted eigenvector with each component divided by the square root of its mass. First-order perturbation theory gives

δλ_k = Σ_ij l_ki δH_ij l_kj

From λ_k = ω_k² follows δω_k = δλ_k/(2ω_k), and therefore

δE₀ = Σ_k δλ_k/(4ω_k) = Σ_ij W_ij δH_ij, with W_ij = Σ_k l_ki l_kj/(4ω_k)

Degenerate modes cause no difficulty: they share one weight, and the sum of their δλ_k is a trace, independent of the basis chosen among them. The factor 1/ω_k makes soft modes sensitive, and the expansion fails when δλ_k is not small beside λ_k.

Truncation contributes a h², with a = Σ_ij W_ij T_ij/6. If the errors of all elements are independent, their variances add with weights W_ij². The noise variance is then b²/h², with b = σ‖W‖/√2, where ‖W‖² = Σ_ij W_ij². Symmetrizing the Hessian changes nothing here, because W is symmetric. Hence

Q(h) = a² h⁴ + b²/h²

Q′(h) = 4a² h³ − 2b²/h³ = 0, so h_Z = [b²/(2a²)]^(1/6)

At h_Z the noise variance b²/h_Z² equals 2a²h_Z⁴, and the root-mean-square error is √3 |a| h_Z².

**Silane with five-decimal gradients**

Silane, a precursor for silicon deposition, serves as the example at the restricted Hartree–Fock/STO-3G level, at its own optimized tetrahedral geometry. This level omits electron correlation and uses a minimal basis. Its analytic Hessian is the reference for the differencing error on this model surface, and its wavenumbers are not predictions of measured ones.

Gradients are kept to five decimals, so ε = 5.0 × 10⁻⁶ Eh/bohr. Rounded pilot gradients at 0.10 and 0.20 bohr give M = 1.020 Eh/bohr⁴. Then

h*³ = 3 × 5.0 × 10⁻⁶/1.020 = 1.471 × 10⁻⁵ bohr³

h* = 0.0245 bohr = 0.0130 Å

The pilot noise is at most (h*/p)³ = 1.5 % of M. The actual deviation is smaller: unrounded gradients at shorter steps give 1.018 Eh/bohr⁴. Second differences of analytic Hessians give −1.0175 Eh/bohr⁴ for the same element, against −1.0178 from the gradients. It is the third derivative of a gradient component of silicon with respect to silicon's own displacement along the same axis. The negative sign means that a finite step underestimates this diagonal element. The value belongs to this basis: with 6-31G* at its own optimized geometry the same pilot steps give about −0.62 Eh/bohr⁴ for this element, which corresponds to a step of about 0.029 bohr.

The least error bound is

3 × 5.0 × 10⁻⁶/(2 × 0.0245) = 3.06 × 10⁻⁴ Eh/bohr²

or 0.06 % of the silicon diagonal element, 0.528 Eh/bohr². To test the location of the minimum, the true truncation error was measured against the analytic Hessian at five steps and combined with gradient errors of the worst sign. Interpolating the difference Hessians between these steps, without assuming that truncation grows as h², places the minimum at 0.0245 bohr, in agreement with the formula. At half and twice h* the worst error rises by factors of 1.417 and 1.665; the cost law gives 1.417 and 1.667.

Actual rounding need not produce the worst case. At h* the rounded gradients give a largest element error of 1.72 × 10⁻⁴ Eh/bohr², a little over half the bound. At 2h* they give 3.12 × 10⁻⁴, less than the 4.08 × 10⁻⁴ of truncation alone. There rounding must have partly cancelled truncation in the element with the largest truncation error. Such a cancellation cannot be relied upon, which is the reason for working with a bound.

One step for all columns is a compromise. With the axes used here, the largest |T_ij| in the hydrogen columns is 0.225 Eh/bohr⁴, for which the formula gives (1.5 × 10⁻⁵/0.225)^(1/3) = 0.041 bohr. The common step is about 0.60 of this, and the cost law puts the hydrogen bound about 22 % above its own minimum. Separate steps for silicon and hydrogen would recover that part in this orientation. The gain belongs to the axes and not to the element: for a hydrogen displaced along its bond, the third derivative is about 1.16 Eh/bohr⁴, and the formula gives 0.023 bohr. M must therefore be determined in the orientation in which the Hessian is computed.

For the zero-point energy, a = −1433 cm⁻¹/bohr² and b = 0.0252 cm⁻¹ bohr, so that

h_Z³ = 0.0252/(√2 × 1433) = 1.24 × 10⁻⁵ bohr³, h_Z = 0.0232 bohr

In this orientation h_Z is about 0.95 h*. Both steps scale as the cube root of the noise, so its size does not affect their ratio. The choice of axes does: with one Si–H bond along z, a is about +660 cm⁻¹/bohr² and h_Z about 0.030 bohr, while h* is 0.023 bohr. Since a changes sign with the orientation, it vanishes for some axes; there the formula for h_Z fails and the next Taylor term sets the step. With the original axes, truncation at h_Z lowers the zero-point energy by 1433 × 0.0232² = 0.77 cm⁻¹, while noise has a standard deviation of 0.0252/0.0232 = 1.09 cm⁻¹. Added in quadrature they give 1.33 cm⁻¹, on a zero-point energy of 8844 cm⁻¹. An ensemble of 3000 Hessians with independent uniform gradient errors gives 1.34 cm⁻¹.

At half this step the ensemble gives 2.27 cm⁻¹ against a predicted 2.19 cm⁻¹. Most of this excess of 4 % is sampling scatter: ensembles of 40 000 Hessians agree with the prediction within 1 %.

The independence assumed here is itself a model, and rounding can violate it. In a symmetric molecule placed symmetrically on the axes, equivalent gradient components round alike, and their errors add up instead of averaging out. In the present orientation, for steps between 0.020 and 0.027 bohr, actual rounding shifts the zero-point energy by 4 to 5 cm⁻¹ (root mean square), several times what independent errors would give. The shift has no fixed sign: a change of 0.0001 bohr in the step can reverse it. When the molecule is turned to random orientations, the rounding noise at h_Z has a root-mean-square value of about 1.2 cm⁻¹, close to the model's 1.09 cm⁻¹.

Too short a step is costly. At 0.001 bohr independent errors would give a root-mean-square error of 25 cm⁻¹ in the zero-point energy, about 19 times that at h_Z, and nearly all of it noise. Actual rounding is worse, about 45 cm⁻¹ over random orientations, mainly for two reasons. At an optimized geometry the gradients at +h and −h are nearly opposite when h is small, so their rounding errors are nearly opposite too and reinforce each other in the difference. This alone raises the error by √2, to about 36 cm⁻¹. In addition, the Hessian is symmetric, so elements ij and ji come from nearly equal gradient components and round alike. Symmetrizing then no longer averages their errors, which raises the error to about 41 cm⁻¹. The remainder includes a mean shift of about −12 cm⁻¹. With five-decimal gradients, shortening the step below the optimum magnifies rounding faster than it removes anharmonicity. A shorter step pays when the gradients improve as well: ten times smaller ε calls for a step shorter by 10^(1/3), about 2.2, and lowers the least bound by 10^(2/3), about 4.6. The numerical output lists the step scans for the Hessian error and for the zero-point energy with independent errors.

Computed results

```
SiH4, RHF/STO-3G, optimized tetrahedral geometry
Si-H bond length: 2.68622 bohr = 1.42149 angstrom
masses Si, H: 28.0850, 1.0080 u
gradient decimals kept: 5
gradient error bound eps: 5.00e-06 Eh/bohr
pilot steps: 0.10 and 0.20 bohr
M from rounded pilot gradients: 1.0200 Eh/bohr^4
M from unrounded gradients, steps 0.05, 0.10: 1.0178 Eh/bohr^4
largest T in the Si x column (row Si x):
  from unrounded gradients: -1.0178 Eh/bohr^4
  from analytic Hessians: -1.0175 Eh/bohr^4
largest |T| in an H column: 0.2251 Eh/bohr^4
bound on pilot noise in T: 0.0150 Eh/bohr^4
(h*/p)^3: 0.0147
best step h* by formula: 0.02450 bohr = 0.01296 angstrom
best step by numerical search: 0.02451 bohr
least error bound 3 eps/(2 h*): 3.061e-04 Eh/bohr^2
Si diagonal Hessian element: 0.52827 Eh/bohr^2
H diagonal Hessian element: 0.12632 Eh/bohr^2
Scan: h (bohr); truncation, noise bound, worst, rounded (Eh/bohr^2);
      worst error relative to h*, measured and by the cost law
  0.01225; 2.548e-05, 4.082e-04, 4.336e-04, 2.361e-04; 1.417, 1.417
  0.01960; 6.522e-05, 2.551e-04, 3.203e-04, 2.103e-04; 1.047, 1.047
  0.02450; 1.019e-04, 2.041e-04, 3.060e-04, 1.721e-04; 1.000, 1.000
  0.03062; 1.592e-04, 1.633e-04, 3.225e-04, 2.715e-04; 1.054, 1.054
  0.04900; 4.075e-04, 1.020e-04, 5.096e-04, 3.123e-04; 1.665, 1.667
harmonic wavenumbers (cm^-1): 1169.6 1169.6 1169.6 1266.7 1266.7 2862.4 2928.2 2928.2 2928.2
zero-point energy: 8844.43 cm^-1
noise standard deviation sigma: 2.887e-06 Eh/bohr
ZPE truncation coefficient a: -1433.23 cm^-1/bohr^2
ZPE noise coefficient b: 0.02524 cm^-1 bohr
best step for ZPE: 0.02318 bohr
ZPE scan: h (bohr); rms error of 3000 samples, predicted (cm^-1)
  0.01159; 2.2741, 2.1866
  0.02318; 1.3402, 1.3338
  0.03477; 1.8666, 1.8787
predicted ZPE rms error at h*: 1.3423 cm^-1
predicted ZPE rms error at 0.001 bohr: 25.244 cm^-1
```
